# When Grain-Boundary Grooves Break Up a Thin Silicide Film, part 1

(Sections cited here and not found follow in the second part.)

## The grooved film and the thickness at which it ceases to exist

Take a silicide film whose upper and lower faces have the same energy $\gamma$ per unit area, and let it consist of equal grains, each a disc of radius $R$ and mean thickness $h$. Between neighbouring grains stands a vertical grain boundary of energy $\gamma_b$ per unit area. The boundary can shorten if both faces bend towards each other along its line. The material removed there must go somewhere, so the grain becomes thicker in the middle. Suppose that the bending is slight and that the upper face, measured from the midplane of the film, is the paraboloid

$$z(r)=\frac h2+p\left(\frac R4-\frac{r^2}{2R}\right),$$

with the lower face its mirror image. The mean of $r^2$ over a disc is $R^2/2$, so the bracket averages to zero and the volume does not depend on $p$. The slope is $z'=-pr/R$, which makes $p$ the steepness at the grain edge. At $r=R$ the bracket equals $-R/4$, so each face has sunk there by $pR/4$, and the height of boundary that remains is $H=h-pR/2$.

Bending costs face area. For small slopes an element of area exceeds its projection by the fraction $z'^2/2$, and the area of one face is

$$\int_0^R 2\pi r\left(1+\frac{p^2r^2}{2R^2}\right)dr=\pi R^2\left(1+\frac{p^2}{4}\right).$$

The boundary around the grain has area $2\pi RH$, and half of it belongs to the neighbours, so the grain is charged with $\pi R\gamma_bH$. Dividing everything by $\pi R^2$ gives the energy per unit area of film,

$$e(p)=2\gamma+\frac{\gamma p^2}{2}+\frac{\gamma_b}{R}\left(h-\frac{pR}{2}\right)=2\gamma+\frac{\gamma_bh}{R}-\frac{\gamma_b^2}{8\gamma}+\frac\gamma2\left(p-\frac{\gamma_b}{2\gamma}\right)^2 .$$

The flat film, $p=0$, is not the state of lowest energy at any thickness. The lowest energy belongs to $p=\gamma_b/2\gamma$, for which $H=h-\gamma_bR/4\gamma$. This height is positive only if

$$h>h_c=\frac{\gamma_bR}{4\gamma}=\frac{\gamma_bd}{8\gamma},\qquad d=2R .$$

In a thinner film the grooves from above and below meet before they have reached their equilibrium steepness. The grain boundary has then vanished, and the film hangs together along lines of zero thickness.

The same expression shows what happens if the penetrated film is compared with a flat one. Penetration means $H=0$, hence $p=2h/R$, and the energy is $2\gamma+2\gamma h^2/R^2$. It equals the flat-film energy $2\gamma+\gamma_bh/R$ at $h=\gamma_bR/2\gamma=2h_c$. Between $h_c$ and $2h_c$ the penetrated film therefore lies below the flat film, yet it lies above the grooved continuous film by $(\gamma/2)(p-\gamma_b/2\gamma)^2$. Nothing drives the film to penetration in that range, because on the way from flat to penetrated it passes through a state that is lower than both. The useful comparison is between the penetrated film and the grooved film that still has its boundaries.

A silicide on silicon has two different faces, and its grooves need not be shallow. Let $\gamma_s$ be the energy of the free surface of the film and $\gamma_i$ that of the interface between film and substrate. Both are taken as isotropic, and strain and further reaction are left out. Material can move along both faces, while the volume of silicide and the volume of substrate are each conserved. The grain size is held fixed. The grain is again a circular cell, which replaces the true polygon, and its faces are described by single-valued heights $z_t(r)$ and $z_b(r)$, top and bottom. Heights are measured from the mean level of the interface. The two volume conditions then say that the mean of $z_t$ over the cell is $h$ and the mean of $z_b$ is zero. The energy of a cell is

$$E=2\pi\gamma_s\int_0^R r\sqrt{1+z_t'^2}\,dr+2\pi\gamma_i\int_0^R r\sqrt{1+z_b'^2}\,dr+\pi R\gamma_b\,[z_t(R)-z_b(R)] .$$

These formulas contain energies per area and lengths alone, and they read the same in atomic units, with $\gamma$ in hartree per square bohr, as in eV and ångström.

To find the stationary shape of the top face, add the volume condition with a multiplier $\lambda$, that is, subtract $\lambda\,2\pi\int_0^R r z_t\,dr$, and vary $z_t$ by $\delta z$. Integration by parts of the area term gives

$$2\pi R\left[\gamma_s\frac{z_t'}{\sqrt{1+z_t'^2}}+\frac{\gamma_b}{2}\right]_{r=R}\!\delta z(R)-2\pi\int_0^R\left[\gamma_s\frac{d}{dr}\!\left(\frac{r z_t'}{\sqrt{1+z_t'^2}}\right)+\lambda r\right]\delta z\,dr=0 .$$

The second bracket must vanish at every $r$. Integrating it once from the centre, where $rz_t'$ is zero, and dividing by $r$ yields

$$\frac{z_t'}{\sqrt{1+z_t'^2}}=-\frac{\lambda r}{2\gamma_s}.$$

The left side is the sine of the slope angle. A profile on which this sine grows in proportion to $r$ is an arc of a circle centred on the axis, so the face is a spherical cap. The first bracket must vanish too, because the edge is free to move up and down. Writing $\theta_s$ for the downward slope angle at the edge, one has

$$\gamma_s\sin\theta_s=\frac{\gamma_b}{2},\qquad \gamma_i\sin\theta_i=\frac{\gamma_b}{2}.$$

The second relation follows in the same way for the bottom face. There the boundary term has the opposite sign, so the interface rises towards the edge instead of falling. Physically, the grain boundary pulls on each groove root with the force $\gamma_b$ per unit length, and the two faces that meet at the root each balance half of it. If $\gamma_b$ exceeds twice the energy of either face, no such angle exists and the boundary is wetted at any thickness. That case is excluded.

This stationary shape is the lowest in energy, not just a candidate. The function $\sqrt{1+s^2}$ has the second derivative $(1+s^2)^{-3/2}$, which is positive, so $E$ is a convex function of the two profiles. The boundary term and the volume conditions are linear. A convex function under linear conditions has no stationary point other than its global minimum. The conclusion covers axisymmetric, single-valued profiles at fixed grain size.

The area and the volume of a cap are needed next. For a cap with edge angle $\theta$ the radius of the sphere is $R/\sin\theta$. Let $\varphi$ be the slope angle at distance $r$, so that $r=R\sin\varphi/\sin\theta$. The area element is $2\pi r\,dr/\cos\varphi$, and

$$A=\frac{2\pi R^2}{\sin^2\theta}\int_0^\theta\sin\varphi\,d\varphi=\frac{2\pi R^2(1-\cos\theta)}{\sin^2\theta}=\frac{2\pi R^2}{1+\cos\theta}=\pi R^2(1+T^2),\qquad T=\tan\frac\theta2 ,$$

where the last step uses $1+\cos\theta=2/(1+T^2)$. The height of the cap above its rim is $\sqrt{R^2/\sin^2\theta-r^2}-R\cot\theta$. Its mean over the disc, divided by $R$, is called $v(\theta)$:

$$v=\frac{2}{R^3}\int_0^R r\left(\sqrt{\frac{R^2}{\sin^2\theta}-r^2}-R\cot\theta\right)dr=\frac{2(1-\cos^3\theta)}{3\sin^3\theta}-\frac{\cos\theta}{\sin\theta}=\frac{2-3\cos\theta+\cos^3\theta}{3\sin^3\theta}.$$

The numerator factorizes as $(1-\cos\theta)^2(2+\cos\theta)$. Since $(1-\cos\theta)/\sin\theta=T$, and since $\cos\theta=(1-T^2)/(1+T^2)$ and $\sin\theta=2T/(1+T^2)$ give $(2+\cos\theta)/\sin\theta=(3+T^2)/2T$, the result is

$$v(\theta)=\frac{T^2}{3}\,\frac{3+T^2}{2T}=\frac{T(3+T^2)}{6}.$$

The mean height of the top face is its rim height plus $Rv(\theta_s)$, and this must equal $h$. The bottom face hangs below its rim by $Rv(\theta_i)$ on average, and its mean must be zero. Hence $z_t(R)=h-Rv(\theta_s)$ and $z_b(R)=Rv(\theta_i)$, and the height of grain boundary left between the groove roots is

$$H=h-R\,[v(\theta_s)+v(\theta_i)] .$$

The top face falls and the bottom face rises outwards, so the film is thinnest at the edge, and $H>0$ suffices to keep the two faces apart everywhere. The criterion is therefore

$$\frac hd>k,\qquad k=\frac12\,[v(\theta_s)+v(\theta_i)],\qquad \sin\theta_j=\frac{\gamma_b}{2\gamma_j}.$$

If $h/d<k$, the formula asks for a negative $H$, which no film can have. The lowest state that is physically allowed then has $H=0$. Were its $H$ positive, it would be a local minimum of $E$ without the restriction, hence by convexity the global one, and that one is known to have negative $H$.

For small angles $T\approx\theta/2$ and $v\approx\theta/4$, so that

$$k\approx\frac{\theta_s+\theta_i}{8}\approx\frac{\gamma_b}{16}\left(\frac1{\gamma_s}+\frac1{\gamma_i}\right),$$

which becomes $\gamma_b/8\gamma$ for equal faces, as found at the start. The softer face, the one with the smaller energy, contributes more because it grooves more steeply.

In the same limit the circular cell can be replaced by a regular hexagon. For small slopes the stationary face obeys $\nabla^2z=\text{const}$, and its outward slope is $-p$ along every side, with $p=\gamma_b/2\gamma_j$. Let $R$ now be the distance from the centre to a side. The paraboloid $-pr^2/2R$ meets both demands, because its slope normal to a side is $-p\,(\mathbf r\cdot\mathbf n)/R$ and $\mathbf r\cdot\mathbf n=R$ on the side. The mean of $r^2$ follows from one of the twelve right triangles $0<x<R$, $0<y<x/\sqrt3$ that make up the hexagon:

$$\overline{r^2}=\frac{2\sqrt3}{R^2}\int_0^R\left(\frac{x^3}{\sqrt3}+\frac{x^3}{9\sqrt3}\right)dx=\frac{5R^2}{9}.$$

A corner lies at $r^2=4R^2/3$, so its depth below the mean level is $(p/2R)(4/3-5/9)R^2=7pR/18$, against $pR/4$ at the rim of the disc. The grooves thus meet first at the corners, where three grains join, and they do so at a thickness larger than the circular value by the factor $14/9$ when $d$ is measured across the flats. Averaged along a side, the depth is $5pR/18$, about 11% more than at the rim of the disc. The circular cell thus gives the mean depth of the grooves fairly well but is too lenient about the corners.

For a numerical case take the round parameters $\gamma_s=0.09$, $\gamma_i=0.06$ and $\gamma_b=0.05$ eV/Å$^2$ with $d=1000$ Å. The groove angles follow from $\sin\theta_s=0.05/0.18$ and $\sin\theta_i=0.05/0.12$, which give $\theta_s=16.1^\circ$ and $\theta_i=24.6^\circ$. The mean cap heights are $v(\theta_s)=0.0713$ and $v(\theta_i)=0.1109$, so

$$k=\tfrac12(0.0713+0.1109)=0.0911,\qquad h_c=kd=91.1\ \text{Å}\ \ (172.1\ \text{bohr}).$$

The small-angle formula gives $k\approx0.0868$, about 5% below the full value. Read the other way, the criterion limits the grain size: in the circular model a film 150 Å thick with these energies keeps its boundaries as long as $d<h/k\approx1650$ Å. In hexagonal grains the corners are pierced much earlier, by the factor $14/9$ at a diameter only a little above 1000 Å. A film that is safe as deposited can thus lose its boundaries through grain growth alone, at constant thickness.

In the circular model at fixed grain size, a grooved film keeps its grain boundaries only if $h/d>k$, where $k$ follows from the surface, interface and grain-boundary energies. It remains to compare this film with the penetrated film at other thicknesses, and to find when the grains draw apart into islands and leave substrate bare.

Numbers in the example were calculated in double precision.
